# A flat high-temperature Arrhenius plot can hide an activated surface reaction

## What dimensions fix

A precursor, highly dilute in a carrier gas, crosses a gas film of thickness $\delta$ and is consumed at a growing surface. Let $c_b$ be its number density at the outer edge of the film, $D$ its diffusion coefficient, and $k_s$ the surface rate constant, defined so that the reacting flux is $k_s$ times the density at the wall. The flux $J$ can depend on these four quantities.

Count molecules, lengths and times in separate units. Then $J$ has the dimension count/(length² time), $c_b$ count/length³, $k_s$ length/time, and $D$ length²/time. Five quantities with three independent dimensions leave two dimensionless groups, so

$$J=c_b k_s\,F(\mathrm{Da}),\qquad \mathrm{Da}=\frac{k_s\delta}{D}.$$

The Damköhler number $\mathrm{Da}$ compares the surface rate constant with the transport speed $D/\delta$. If $\mathrm{Da}\ll1$, the film offers no resistance, the wall density equals $c_b$, and $F=1$. If $\mathrm{Da}\gg1$, the surface removes molecules faster than the film can supply them. The wall then acts as a perfect sink, and $J$ can no longer depend on $k_s$. This requires $F\propto1/\mathrm{Da}$, so that

$$J\propto \frac{c_bD}{\delta}.$$

The surface rate constant has dropped out, and its barrier with it. A weak temperature dependence in this regime describes the gas. The inference "flat plot, therefore no surface barrier" fails, as the following case shows in numbers.

## A counter-example with a barrier of 0.5 eV

SI units are used, with energies in eV. The parameters are round model values: barrier $E_0=0.5$ eV, molecular mass $m=100$ u, total pressure 100 kPa, precursor partial pressure $p=10$ Pa and $\delta=10$ mm. The gas has the temperature $T$ of the substrate, and $D=0.50$ cm²/s at 300 K, growing as $T^n$ with $n=1.75$ at fixed total pressure. Each reacted molecule adds 0.020 nm³ of solid.

**The surface step.** Let a molecule react if the kinetic energy of its motion along the surface normal exceeds $E_0$, and bounce back otherwise. This makes the barrier a property of the single collision. For a wall density $c_s$ and a Maxwell distribution, the reacting flux is

$$J=c_s\sqrt{\frac{m}{2\pi k_BT}}\int_{v_0}^{\infty}v\,e^{-mv^2/2k_BT}\,dv,\qquad \tfrac12mv_0^2=E_0 .$$

The integrand is the derivative of $-(k_BT/m)e^{-mv^2/2k_BT}$, so the integral equals $(k_BT/m)e^{-E_0/k_BT}$. Hence

$$k_s=u\,s,\qquad u=\sqrt{\frac{k_BT}{2\pi m}},\qquad s=e^{-E_0/k_BT}.$$

Here $u c_s$ is the flux striking the wall and $s$ is the reaction probability per collision. At 1200 K, $u=126.0$ m/s and $s=7.945\times10^{-3}$, which gives $k_s=1.00$ m/s.

The Maxwell distribution neglects the net drift towards the wall. A net flux $J$ raises the incoming stream by about $J/2$ and lowers the outgoing one by the same amount. If the added molecules react with the same probability, $J=s(uc_s+J/2)$, and $k_s$ is divided by $1-s/2$. At 1200 K this is a correction of 0.4 %. If the drift instead distorts the Maxwell distribution by a factor $1+\alpha v$, with $\alpha$ a small constant, the added molecules are faster than average. The fraction of them that passes the threshold is the integral of $v^2e^{-mv^2/2k_BT}$ above $v_0$ divided by that above zero, or $\mathrm{erfc}(x)+(2x/\sqrt\pi)\,e^{-x^2}$ with $x^2=E_0/k_BT$. At 1200 K this is 0.0216, and half of it gives a correction of about 1.1 %. Neither estimate treats the layer within a few collisions of the wall, so they give only the size of the effect, one to two per cent at 1200 K. This is small, and the drift is neglected. The diffusion picture also needs a mean free path much shorter than the film; the length $3D/\bar v$, with the mean speed $\bar v=4u$, is 3 µm at 1200 K against 10 mm, and for a heavy molecule in a light carrier the distance between single collisions is shorter still.

**The film.** In a stagnant film at steady state, the same flux passes through every plane. The density profile is therefore linear, and

$$J=h(c_b-c_s),\qquad h=\frac D\delta .$$

The surface consumes $J=k_sc_s$. Equating the two gives $hc_b=(h+k_s)c_s$, so

$$w\equiv\frac{c_s}{c_b}=\frac{h}{h+k_s}=\frac1{1+\mathrm{Da}},\qquad J=k_sc_s=\frac{c_b}{1/k_s+1/h}.$$

The surface and the film act as two resistances in series. The unknown function of the dimensional argument is $F=1/(1+\mathrm{Da})$.

**The rate.** At 1200 K, $D=5.657$ cm²/s, so $h=56.6$ mm/s and $\mathrm{Da}=1001/56.57=17.7$. The wall density is the fraction $w=1/18.7=0.0535$ of the bulk density. The latter is $c_b=p/k_BT=6.04\times10^{20}$ m⁻³, and the growth rate is

$$(2.0\times10^{-29}\ \mathrm{m^3})(6.04\times10^{20}\ \mathrm{m^{-3}})(1.00\ \mathrm{m/s})(0.0535)=6.46\times10^{-10}\ \mathrm{m/s},$$

or 38.8 nm/min. The same calculation at other temperatures gives:

| $T$ (K) | $k_s$ (mm/s) | $h$ (mm/s) | $w$ | growth (nm/min) |
|---|---|---|---|---|
| 500 | 0.742 | 12.2 | 0.943 | 1.22 |
| 700 | 24.2 | 22.0 | 0.477 | 14.3 |
| 1000 | 347 | 41.1 | 0.106 | 32.0 |
| 1200 | 1001 | 56.6 | 0.0535 | 38.8 |

Between 1000 and 1200 K the surface rate constant rises by a factor 2.88, but growth rises by only 1.21. The missing factor can be traced. The wall fraction $w$ is multiplied by $0.0535/0.1058=0.506$, and at fixed partial pressure $c_b$ is multiplied by $1000/1200=0.833$. The product $2.88\times0.506\times0.833$ is 1.21. A faster reaction depletes its own supply at the wall, and this depletion cancels most of its acceleration.

A straight line through the logarithm of the growth rate in this window has an apparent energy of 0.100 eV, one fifth of the barrier that was put in. "Flat" here means an energy of the order of $k_BT$, which is 0.103 eV at 1200 K. It does not mean zero.

**A barrierless surface with nearly the same plateau.** Replace the surface by one that reacts with the fixed probability $7.945\times10^{-3}$, equal to that of the activated surface at 1200 K. Its reaction has no energy threshold. Between 1000 and 1200 K the two growth rates differ by at most 6.6 %, relative to the barrierless one, and the fitted energy of the barrierless surface is 0.065 eV.

The two slopes thus differ by 0.035 eV. With perfect knowledge of the gas this difference would carry information. But changing the local exponent $n$ by $\Delta n$ shifts the plateau slope by nearly $\Delta n\,k_BT$, as the general formula below shows. In the middle of the window $k_BT=0.095$ eV, so a change of about 0.4 in the exponent would cover the difference. This is more than the uncertainty in the exponent of $D$ itself, which for ordinary gas pairs at these temperatures lies roughly between 1.6 and 1.9. What enters the slope, however, is the exponent of $h$, and flow or a film thickness that varies with temperature can change it by this much, as the strong-flow case below shows. At 500 K no such subtlety remains: the barrierless surface grows 17 times faster than the activated one.

The counter-example therefore works in both directions. The plateau does not show that the barrier is absent, and it does not show that one is present.

## The general statement

Consider steady, irreversible consumption, first order in the precursor density at a uniform wall. Let transport through the gas be linear in the density, with a coefficient $h(T)$ that does not depend on $k_s$. Define $\beta=1/k_BT$ and the local energies

$$E_k=-\frac{d\ln k_s}{d\beta},\qquad E_h=-\frac{d\ln h}{d\beta}.$$

At fixed precursor partial pressure, the apparent energy of the growth rate is

$$E_{\rm app}\equiv-\frac{d\ln J}{d\beta}=wE_k+(1-w)E_h-k_BT,\qquad w=\frac{h}{h+k_s}.$$

When $k_s\gg h$, and also $w|E_k-E_h|\ll k_BT$, this becomes $E_{\rm app}\approx E_h-k_BT$, whatever the surface barrier is. The second condition matters because a large barrier can remain visible even when its weight $w$ is small.

### Proof, with flow towards the wall included

The stagnant film is not essential. Let the gas also move towards the wall with speed $az^2$, where $z$ is the distance from the wall and $a\ge0$. This is the leading form near a solid surface in a stagnation flow: both the normal velocity and its first derivative vanish at $z=0$. It holds across the whole diffusion layer only if that layer is much thinner than the viscous one, which requires $\nu/D\gg1$, with $\nu$ the kinematic viscosity. In gases $\nu/D$ is of order one, and this form then overestimates $h$ by 10 to 20 %; the proof uses only that the velocity depends on $z$ alone, vanishes at the wall and does not depend on $k_s$. The gas leaves sideways, but if the density depends on $z$ alone, the sideways motion does not change it. The steady balance of convection, $-az^2c'$, and diffusion, $Dc''$, reads

$$Dc''+az^2c'=0 .$$

This is a first-order equation for $c'$. Dividing by $Dc'$ gives $(\ln c')'=-az^2/D$, and integration from the wall gives

$$c'(z)=c'(0)\,e^{-az^3/3D}.$$

At the wall the convective velocity vanishes, so the flux into the surface is purely diffusive, $J=Dc'(0)$. Integrating $c'$ across the film yields

$$c_b-c_s=\frac JD\int_0^\delta e^{-az^3/3D}\,dz\equiv\frac Jh .$$

The integral contains no surface quantity, so $h$ is independent of $k_s$, as the statement requires. For $a=0$ the integral is $\delta$, and the stagnant film is recovered. For $a>0$ the integrand is smaller than one, so flow increases $h$; for $a=15D/\delta^3$, by a factor 1.92. Direct numerical solution of the differential equation with a reacting wall, for slow and fast reactions, with and without flow, agreed with the series law.

Now combine $J=h(c_b-c_s)$ with $J=k_sc_s$ as before, and take the logarithm:

$$\ln J=\ln c_b-\ln\left(\frac1{k_s}+\frac1h\right).$$

Since $d(1/k_s)/d\beta=-(1/k_s)\,d\ln k_s/d\beta=E_k/k_s$, and likewise for $h$,

$$-\frac{d\ln J}{d\beta}=-\frac{d\ln c_b}{d\beta}+\frac{E_k/k_s+E_h/h}{1/k_s+1/h}.$$

Multiplying numerator and denominator of the fraction by $hk_s$ turns it into $(hE_k+k_sE_h)/(h+k_s)=wE_k+(1-w)E_h$. The ideal-gas law gives $c_b=p\beta$, so the first term is $-1/\beta=-k_BT$. This proves the formula. Writing it as $E_h-k_BT+w(E_k-E_h)$ shows the condition for the transport limit. $\square$

### The two limits in the model

For the threshold reaction, $k_s\propto\beta^{-1/2}e^{-\beta E_0}$, so $E_k=E_0+k_BT/2$. For the stagnant film, $h\propto\beta^{-n}$, so $E_h=nk_BT$. Therefore

$$E_{\rm app}=w\left(E_0+\tfrac12k_BT\right)+(1-w)nk_BT-k_BT .$$

Under surface control, $w\to1$, this tends to $E_0-k_BT/2$. Under transport control, $w\to0$, it tends to $(n-1)k_BT$. At 1200 K the transport limit is 0.078 eV, while the formula gives

$$0.0535(0.5517)+0.9465(0.1810)-0.1034=0.0974\ \mathrm{eV}.$$

The excess of 0.020 eV is $w(E_k-E_h)$. The barrier itself contributes $wE_0=0.027$ eV to it. The other terms, which a barrierless surface with the same $k_s$ would also have, take away 0.007 eV.

The surface limit also has to be approached with care. The two resistances are equal at 691 K, but the film still matters well below that temperature. At 600 K, $w=0.75$ and the apparent energy is 0.365 eV. At 500 K it is 0.453 eV, still below the surface limit of 0.478 eV. The slope of a steep low-temperature plot may thus still underestimate the barrier.

Strong flow gives a different plateau. If the flow confines the density change to a layer much thinner than $\delta$, the upper limit of the integral can be moved to infinity. Substituting $z=(3D/a)^{1/3}y$ gives

$$\frac1h=\frac1D\left(\frac{3D}{a}\right)^{1/3}\int_0^\infty e^{-y^3}dy,$$

so $h\propto D^{2/3}a^{1/3}$. If $a$ does not vary with temperature, $E_h=2nk_BT/3$, and the transport limit becomes $(2n/3-1)k_BT$, about $0.17\,k_BT$ for $n=1.75$. In a stagnation flow of fixed strain rate, $a$ does vary: it scales as $\nu^{-1/2}$, and $\nu$ grows with temperature nearly as $D$ does. Then $h\propto D^{2/3}\nu^{-1/6}\propto T^{n/2}$, and the transport limit is $(n/2-1)k_BT$, about $-0.12\,k_BT$. In both cases the plot is flatter than for the stagnant film, although the surface step is unchanged.

### How large a barrier can be hidden?

In the threshold model the reaction probability cannot exceed one, so a film cannot hide an arbitrarily large barrier. Transport control requires $us\gg h$, or

$$e^{-E_0/k_BT}\,\frac uh\gg1 .$$

The barrier must therefore lie below $k_BT\ln(u/h)$ by at least a few $k_BT$.

At 1200 K, $u/h=126.0/0.0566\approx2230$. The two resistances are then equal for a barrier of $0.103\times\ln2230\approx0.80$ eV. A clearly transport-limited plateau implies a barrier below this value, in this model and for this film. It leaves the whole range from zero to several tenths of an eV open. The reason is the large ratio $u/h$: molecules strike the wall so often that a reaction probability of somewhat less than one in a hundred is enough to exhaust the supply.

The bound belongs to the single-collision model and does not carry over to an activated step that acts on adsorbed species. Suppose a by-product blocks sites until it desorbs over a barrier of 2 eV, with a prefactor of $10^{13}$ s⁻¹ and $7\times10^{18}$ sites per m². At 1200 K the surface can then clear about $3\times10^{23}$ sites per m² and second, against a supply $c_bh=3.4\times10^{19}$ m⁻² s⁻¹. A plateau can hide such a barrier, although it is far above 0.80 eV.

## Which measurement separates the cases?

Differentiating the series law at fixed temperature gives

$$\frac{\partial\ln J}{\partial\ln k_s}=\frac{1/k_s}{1/k_s+1/h}=w,\qquad
\frac{\partial\ln J}{\partial\ln h}=1-w .$$

For the stagnant film $h\propto1/\delta$, so $\partial\ln J/\partial\ln\delta=-(1-w)$. A change of film thickness therefore measures the degree of transport control. Halving the film doubles $h$, and the rate grows by

$$\frac{1/k_s+1/h}{1/k_s+1/(2h)}=\frac{1+\mathrm{Da}}{1+\mathrm{Da}/2}.$$

For the activated surface at 1200 K this is $18.7/9.85=1.90$. The matched barrierless surface gives the same factor, because it has the same $k_s$ at that temperature. Within this model, a strong response to thickness thus shows that transport controls the rate, but it does not decide whether a barrier exists.

The opposite outcome is also instructive. A barrierless surface with the low reaction probability $10^{-5}$ has a fitted energy of $-0.044$ eV between 1000 and 1200 K. Its plot is flat for a different reason: the surface controls the rate and has no barrier. The small negative value is close to the surface limit $-k_BT/2$, which combines the falling gas density with the rising molecular speed. Halving the film changes its growth rate by only 1.1 %. Here flatness does reflect the surface, and the missing response to thickness shows this. It shows surface control with a small $E_k$, which is less than the absence of a barrier. A precursor that is trapped and then either reacts, with rate constant $k_r$ and barrier $E_r$, or desorbs, with $k_d\gg k_r$ and barrier $E_d$, has $k_s\approx uk_r/k_d$ at low coverage. For $E_r=E_d$ and $k_r/k_d=10^{-5}$ it gives the same data as the barrierless surface.

### Recovering the barrier from the plateau

Two thicknesses at each of two temperatures suffice in principle. Define the total resistance $R=c_b/J=1/k_s+\delta/D$. For thicknesses $\delta_1<\delta_2$, the combination $\delta_2R_1-\delta_1R_2$ cancels the diffusion terms and leaves $(\delta_2-\delta_1)/k_s$. Hence

$$\frac1{k_s}=\frac{\delta_2R_1-\delta_1R_2}{\delta_2-\delta_1}.$$

With 5 and 10 mm this is $2R_1-R_2$. The numerically solved transport equation gives, at 1200 K, $2(9.838)-18.676=1.000$ s/m, so $k_s=1.00$ m/s. At 1000 K it gives $2(15.039)-27.199=2.879$ s/m, so $k_s=0.347$ m/s.

Because $k_s/\sqrt T\propto e^{-\beta E_0}$, the barrier is the rise of $\ln(k_s/\sqrt T)$ divided by the fall of $\beta$:

$$E_0=\frac{\ln2.881-\tfrac12\ln1.2}{(11.6045-9.6704)\ \mathrm{eV^{-1}}}=\frac{0.967}{1.934\ \mathrm{eV^{-1}}}=0.500\ \mathrm{eV}.$$

The plateau data at two thicknesses thus reveal the barrier, whereas their slope at a single thickness does so only if the transport in the gas is accurately known.

The price is sensitivity to error, since two nearly equal numbers are subtracted. If each rate has an independent relative error $\varepsilon$, then $R_1$ and $R_2$ have errors $\varepsilon R_1$ and $\varepsilon R_2$, and to first order

$$\frac{\sigma(k_s)}{k_s}=\varepsilon k_s\frac{\sqrt{(\delta_2R_1)^2+(\delta_1R_2)^2}}{\delta_2-\delta_1}.$$

For $\varepsilon=0.5$ %, the error of $k_s$ is 7.0 % at 1000 K and 13.6 % at 1200 K. The barrier then has the standard error $\sqrt{0.070^2+0.136^2}/1.934=0.079$ eV; random sampling of the noise gave 0.081 eV. So $0.50\pm0.08$ eV is distinguishable from zero, but at a demanding level of precision.

An error in the thickness ratio also matters. Suppose the thicker film is really $2(1+\eta)\delta_1$ but is taken as $2\delta_1$. Then $2R_1-R_2$ equals $1/k_s-2\eta\delta_1/D$. Relative to $1/k_s$ the error is $-\eta\,\mathrm{Da}$, with $\mathrm{Da}$ taken for a film of thickness $2\delta_1$. At 1200 K, a 1 % error in the ratio becomes an error of about 18 % in $1/k_s$. If the same error applies at 1000 K, it partly cancels in the barrier, which shifts by 0.04 to 0.06 eV, depending on the sign of $\eta$. Lower temperatures, where $w$ is close to one, are the more robust place to measure the barrier, provided that the mechanism is the same there.

## Where the argument needs amendment

The series law uses a surface rate linear in the wall density. If adsorbed precursor blocks reaction sites, $k_s$ depends on the wall density, and the formula for $E_{\rm app}$ fails when $E_k$ is taken at fixed wall density. If the precursor can desorb before it reacts, or the solid is etched, the net rate contains competing terms whose temperature dependences may offset each other. Such a plot can be flat without transport control.

A cold gas above a hot substrate requires $D$ and the density to vary across the film, and adds thermal diffusion. Reactions in the gas can change which molecule arrives, and a loss of precursor there can make the rate depend strongly on thickness even when the surface is slow. Finally, if a long reactor consumes nearly all the precursor fed to it, the total deposition is fixed by the feed, and $c_b$ cannot be treated as given. Desorption of the precursor at low coverage leaves the series law intact and only changes what $E_k$ means; the other cases each need their own balance. None of them restores the inference from a flat plot to a missing barrier, because the counter-example already satisfies all the assumptions of the simple model.

## Computed results

```
Barrier E0: 0.500 eV
Molecular mass: 100 u
Total pressure: 100 kPa
Precursor pressure: 10 Pa
Film thickness: 10.0 mm
D at 300 K: 0.50 cm^2/s; power of T: 1.75
Solid volume per molecule: 0.020 nm^3
Columns: T (K), s, k_s (mm/s), h (mm/s), w, growth (nm/min), E_app (eV)
  500 9.125e-06     0.742   12.22 0.9428   1.216 0.4529
  600 6.312e-05     5.625   16.82 0.7494   6.106 0.3650
  700 2.513e-04    24.184   22.03 0.4766  14.313 0.2476
  800 7.082e-04    72.864   27.82 0.2763  21.876 0.1661
  900 1.585e-03   173.010   34.19 0.1650  27.572 0.1247
 1000 3.021e-03   347.487   41.12 0.1058  31.955 0.1061
 1100 5.119e-03   617.611   48.58 0.0729  35.585 0.0989
 1200 7.945e-03  1001.175   56.57 0.0535  38.781 0.0974
Crossover temperature (k_s = h): 690.8 K
Damkoehler number at 1200 K: 17.70
D at 1200 K: 5.657 cm^2/s
Impingement speed at 1200 K: 126.01 m/s
Bulk concentration at 1200 K: 6.0358e+20 m^-3
kB T at 1200 K: 0.1034 eV
Transport-limit E_app at 1200 K: 0.0776 eV
Surface-limit E_app at 500 K: 0.4785 eV
Rough mean free path at 1200 K: 3.4 micrometre
Drift correction s/2 at 1200 K: 0.40 %
h with test flow / h without flow: 1.916
k_s(1200 K)/k_s(1000 K): 2.881
Growth(1200 K)/growth(1000 K): 1.214
Fast barrierless probability: 7.945e-03
Slow barrierless probability: 1.0e-05
activated: fitted energy 1000-1200 K 0.0998 eV; rate factor on halving film at 1200 K 1.898
barrierless fast: fitted energy 1000-1200 K 0.0650 eV; rate factor on halving film at 1200 K 1.898
barrierless slow: fitted energy 1000-1200 K -0.0443 eV; rate factor on halving film at 1200 K 1.011
Largest plateau gap, activated vs fast: 6.56 %
Fast barrierless/activated growth at 500 K: 17.14
1000 K: R(5 mm) 15.039 s/m, R(10 mm) 27.199 s/m, recovered k_s 347.49 mm/s
1200 K: R(5 mm) 9.838 s/m, R(10 mm) 18.676 s/m, recovered k_s 1001.18 mm/s
Recovered barrier: 0.5000 eV
Assumed rate noise: 0.5 %
k_s error at 1000 K: 7.0 %; at 1200 K: 13.6 %
Barrier error, linear: 0.0791 eV; sampled: 0.0807 eV
```
